# Exchange-only compressibility of the uniform electron gas: verification in Python

```python
# Result under test: for the unpolarized uniform electron gas with kinetic and
# exchange energy only, K0/K = 1 - alpha*rs/pi, alpha = (4/(9 pi))^(1/3).
# K: compressibility, 1/K = -V dP/dV at fixed particle number;
# K0: the same for free electrons; rs: radius of the sphere holding one electron;
# kF: Fermi wave number; t, ex: kinetic and exchange energy per electron.
# Hartree atomic units throughout, unless a printed label says otherwise.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import spherical_jn
from pyscf.dft import libxc

pi = math.pi
alpha = (4 / (9 * pi)) ** (1 / 3)


# ---- derived formulas -------------------------------------------------------
def density(rs):
    return 3 / (4 * pi * rs**3)


def fermi_k(rs):
    return 1 / (alpha * rs)


def kinetic(rs):
    return 0.3 * fermi_k(rs) ** 2


def exchange(rs):
    return -3 * fermi_k(rs) / (4 * pi)


def pressure(rs):
    return density(rs) * (2 * kinetic(rs) + exchange(rs)) / 3


def inverse_k(rs):
    return density(rs) * (10 * kinetic(rs) + 4 * exchange(rs)) / 9


def inverse_k_free(rs):
    return 10 * density(rs) * kinetic(rs) / 9


def ratio(rs):
    return 1 - alpha * rs / pi


# ---- independent road: momentum integrals and volume derivatives -------------
def channel_energy_density(k_max):
    """Kinetic and exchange energy per volume of one filled spin channel."""
    kin = quad(lambda k: 0.5 * k**2 * 4 * pi * k**2 / (2 * pi) ** 3,
               0, k_max)[0]
    # The angular integral of 1/|k-q|^2 gives the logarithm; the region q < k
    # is half of the symmetric double integral.
    half = dblquad(lambda q, k: k * q * math.log((k + q) / (k - q)),
                   0, k_max, lambda k: 0.0, lambda k: k,
                   epsabs=1e-12, epsrel=1e-10)[0]
    prefactor = 0.5 * 4 * pi * (4 * pi) * (2 * pi) / (2 * pi) ** 6
    return np.array([kin, -prefactor * 2 * half])


def energy_parts(volume, spins):
    """Energy per electron; volume per electron; spins = occupied channels."""
    k_max = (6 * pi**2 / (spins * volume)) ** (1 / 3)
    return volume * spins * channel_energy_density(k_max)


def volume_derivatives(rs, spins=2):
    """Kinetic and exchange parts of P and of 1/K by five-point differences."""
    volume = 4 * pi * rs**3 / 3
    step = 0.02 * volume
    e = [energy_parts(volume + j * step, spins) for j in (-2, -1, 0, 1, 2)]
    first = (e[0] - 8 * e[1] + 8 * e[3] - e[4]) / (12 * step)
    second = (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * step**2)
    return -first, volume * second


# Plane waves in a periodic box: count integer vectors inside a sphere.
radius = 30.5
m = np.arange(-31, 32)
squares = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted = 2 * np.count_nonzero(squares < radius**2)
predicted = (2 * pi * radius) ** 3 / (3 * pi**2)   # box of unit side
assert abs(counted / predicted - 1) < 5e-3         # finite-box surface error

# One-spin density matrix relative to its value at zero separation.
for x in (0.7, 2.5, 6.0):
    direct = 3 * quad(lambda k: k**2 * math.sin(k * x) / (k * x), 0, 1)[0]
    assert abs(direct - 3 * spherical_jn(1, x) / x) < 1e-10

# Integral of j1^2/x; the cut at x = 200 leaves out a tail of about 6e-6.
edges = np.linspace(0, 200, 101)
bessel_integral = sum(quad(lambda x: spherical_jn(1, x)**2 / x, a, b)[0]
                      for a, b in zip(edges[:-1], edges[1:]))
assert abs(bessel_integral - 0.25) < 1e-5

# Energies, pressure and inverse compressibility against the formulas.
largest_error = 0.0
for rs in (1.0, 4.0, 5.5, 7.0):
    parts = energy_parts(4 * pi * rs**3 / 3, 2)
    assert abs(parts[0] / kinetic(rs) - 1) < 1e-8
    assert abs(parts[1] / exchange(rs) - 1) < 1e-7
    p_parts, b_parts = volume_derivatives(rs)
    scale = inverse_k_free(rs)
    assert abs(p_parts.sum() - pressure(rs)) < 1e-5 * scale
    assert abs(b_parts.sum() - inverse_k(rs)) < 1e-5 * scale
    error = abs(b_parts.sum() / b_parts[0] - ratio(rs))
    largest_error = max(largest_error, error)
assert largest_error < 1e-5

# Sign changes located on the numerical energy alone.
zero_numeric = brentq(lambda r: volume_derivatives(r)[1].sum(), 5, 7, xtol=1e-7)
zero_formula = pi / alpha
assert abs(zero_numeric - zero_formula) < 1e-4

p_zero_numeric = brentq(lambda r: volume_derivatives(r)[0].sum(), 4, 6, xtol=1e-7)
p_zero_formula = 4 * pi / (5 * alpha)
assert abs(p_zero_numeric - p_zero_formula) < 1e-4


# Fully polarized gas: energy crossing and its own compressibility zero.
def polarization_cost(rs):
    volume = 4 * pi * rs**3 / 3
    return energy_parts(volume, 1).sum() - energy_parts(volume, 2).sum()


cross_numeric = brentq(polarization_cost, 4, 7, xtol=1e-7)
cross_formula = 2 * pi * (2 ** (1 / 3) + 1) / (5 * alpha)
assert abs(cross_numeric - cross_formula) < 1e-4
assert polarization_cost(5.0) > 0 > polarization_cost(6.0)
pol_zero_numeric = brentq(lambda r: volume_derivatives(r, 1)[1].sum(),
                          6, 9, xtol=1e-7)
pol_zero_formula = 2 ** (1 / 3) * pi / alpha
assert abs(pol_zero_numeric - pol_zero_formula) < 1e-4


# libxc second density derivative, without and with local correlation.
def libxc_ratio(rs, functional):
    result = libxc.eval_xc(functional, np.array([density(rs)]), spin=0, deriv=2)
    kernel = float(np.ravel(result[2][0])[0])
    return 1 + kernel * fermi_k(rs) / pi**2


for rs in (1.0, 4.0, 7.0):
    assert abs(libxc_ratio(rs, "LDA_X,") - ratio(rs)) < 1e-7
correlated = "LDA_X,LDA_C_PW"
zero_correlated = brentq(lambda r: libxc_ratio(r, correlated), 3, 8)
assert zero_correlated < zero_formula

# ---- printed numbers --------------------------------------------------------
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
to_gpa = hartree / bohr**3 / 1e9

print(f"alpha = {alpha:.5f}")
print(f"alpha/pi = {alpha / pi:.5f} per bohr")
print(f"kF*rs = {1 / alpha:.5f}")
print(f"t*rs^2 = {kinetic(1.0):.5f} hartree bohr^2")
print(f"ex*rs = {exchange(1.0):.5f} hartree bohr")
print(f"integral of j1^2/x up to x=200: {bessel_integral:.6f}")
print("Worked example")
rs = 4.0
print(f"rs = {rs:.1f} bohr")
print(f"n = {density(rs):.6e} bohr^-3")
print(f"kF = {fermi_k(rs):.5f} bohr^-1")
print(f"t = {kinetic(rs):.6f} hartree")
print(f"ex = {exchange(rs):.6f} hartree")
print(f"t + ex = {kinetic(rs) + exchange(rs):.6f} hartree")
print(f"P = {pressure(rs):.4e} hartree/bohr^3")
print(f"1/K0 = {inverse_k_free(rs):.4e} hartree/bohr^3")
print(f"1/K = {inverse_k(rs):.4e} hartree/bohr^3")
print(f"1/K0 = {inverse_k_free(rs) * to_gpa:.3f} GPa")
print(f"1/K = {inverse_k(rs) * to_gpa:.3f} GPa")
print(f"K0/K from 1/K and 1/K0 = {inverse_k(rs) / inverse_k_free(rs):.4f}")
b_example = volume_derivatives(rs)[1]
print(f"K0/K from finite differences = {b_example.sum() / b_example[0]:.4f}")
print("Table: rs (bohr), K0/K exchange only, K0/K with correlation")
for rs in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 7.0, 8.0):
    print(f"{rs:.1f}  {ratio(rs):8.4f}  {libxc_ratio(rs, correlated):8.4f}")
for rs in (5.9, 6.1):
    print(f"K/K0 at rs = {rs:.1f} bohr: {1 / ratio(rs):.1f}")
print("Sign changes, rs in bohr")
print(f"1/K = 0, formula: {zero_formula:.4f}")
print(f"1/K = 0, numerical energy: {zero_numeric:.4f}")
print(f"P = 0, formula: {p_zero_formula:.4f}")
print(f"P = 0, numerical energy: {p_zero_numeric:.4f}")
print(f"polarized gas becomes lower, formula: {cross_formula:.4f}")
print(f"polarized gas becomes lower, numerical: {cross_numeric:.4f}")
print(f"1/K = 0, polarized, formula: {pol_zero_formula:.4f}")
print(f"1/K = 0, polarized, numerical: {pol_zero_numeric:.4f}")
print(f"1/K = 0, unpolarized with correlation: {zero_correlated:.4f}")
print(f"largest error of K0/K in the tests: {largest_error:.1e}")
print("checks complete")
```

It prints:

```
alpha = 0.52106
alpha/pi = 0.16586 per bohr
kF*rs = 1.91916
t*rs^2 = 1.10495 hartree bohr^2
ex*rs = -0.45817 hartree bohr
integral of j1^2/x up to x=200: 0.249994
Worked example
rs = 4.0 bohr
n = 3.730194e-03 bohr^-3
kF = 0.47979 bohr^-1
t = 0.069059 hartree
ex = -0.114541 hartree
t + ex = -0.045482 hartree
P = 2.9316e-05 hartree/bohr^3
1/K0 = 2.8623e-04 hartree/bohr^3
1/K = 9.6334e-05 hartree/bohr^3
1/K0 = 8.421 GPa
1/K = 2.834 GPa
K0/K from 1/K and 1/K0 = 0.3366
K0/K from finite differences = 0.3366
Table: rs (bohr), K0/K exchange only, K0/K with correlation
1.0    0.8341    0.8275
2.0    0.6683    0.6447
3.0    0.5024    0.4537
4.0    0.3366    0.2557
5.0    0.1707    0.0517
6.0    0.0048   -0.1574
7.0   -0.1610   -0.3711
8.0   -0.3269   -0.5889
K/K0 at rs = 5.9 bohr: 46.7
K/K0 at rs = 6.1 bohr: -85.2
Sign changes, rs in bohr
1/K = 0, formula: 6.0292
1/K = 0, numerical energy: 6.0292
P = 0, formula: 4.8234
P = 0, numerical energy: 4.8234
polarized gas becomes lower, formula: 5.4502
polarized gas becomes lower, numerical: 5.4502
1/K = 0, polarized, formula: 7.5963
1/K = 0, polarized, numerical: 7.5963
1/K = 0, unpolarized with correlation: 5.2495
largest error of K0/K in the tests: 1.6e-07
checks complete
```
